\section*{Corner growth without time steps: a last-passage recursion and exponent 1/3}

\section{Definitions and conventions}

Label the cells of a quadrant by integers $i,j\ge1$. All cells are empty at time zero; the axes $i=0$ and $j=0$ count as full. An empty cell is growable when its left neighbour $(i-1,j)$ and its lower neighbour $(i,j-1)$ are both full. A growable cell fills at rate 1, independently of the others, and stays full. The unit of time is thus the mean wait of a growable cell, until physical units enter in the last section.

Let $G(i,j)$ be the filling time of cell $(i,j)$ and $H(t)$ the number of full diagonal cells at time $t$. Since $G(n,n)$ increases with $n$,
\begin{equation}
\{H(t)\ge n\}=\{G(n,n)\le t\}.
\label{eq:H}
\end{equation}
Standard deviations over repeated growth runs are written $\sigma_G(N)$ for $G(N,N)$ and $\sigma_H(t)$ for $H(t)$. The growth exponent $\beta$ is defined by $\sigma_H\sim t^\beta$. We write $x^+=\max(x,0)$.

The model describes a one-dimensional edge, such as a step bounding one atomic layer. Its exponent is not that of the thickness roughness of a film.

\section{What a time step costs}

The direct simulation advances the clock by $dt$ and fills each growable cell with probability $p=1-e^{-dt}$. A wait then lasts $K\,dt$ with $P(K>k)=e^{-k\,dt}$. This is the law of an exponential wait $w$ rounded up to the next multiple of $dt$. The mean excess is
\begin{equation}
\frac{dt}{1-e^{-dt}}-1=\frac{dt}{2}+O(dt^2).
\end{equation}
A chain of successive fillings from $(1,1)$ to $(N,N)$ contains $2N-1$ cells, so the expected delay is about $(2N-1)dt/2$. For $N=8$ and $dt=0.1$ this estimate gives $0.750$; 4000 runs of the stepped simulation were late by $0.74\pm0.06$ on average, or 3\% of the true mean $23.73$.

The error shrinks only in proportion to $dt$, while the work grows as $1/dt$. With about $4N/dt$ steps, each scanning $N^2$ cells, the cost is of order $N^3/dt$. The clock visits many instants at which a given cell does nothing. What is needed is one number per cell, its filling time.

\section{One random number per cell}

Cell $(i,j)$ becomes growable at the later of its neighbours' filling times. From then on its wait is exponential with mean 1, independent of the past. Therefore
\begin{equation}
G(i,j)=\max[G(i-1,j),G(i,j-1)]+w(i,j),
\label{eq:rec}
\end{equation}
with independent $w(i,j)$ and $G=0$ on the axes. Conversely, suppose the times are built from (\ref{eq:rec}). If a cell has been growable for a time $u$ and is still empty, we know only that $w>u$. The chance of filling in the next $dt$ is then $P(w<u+dt\,|\,w>u)=dt$ to first order, whatever $u$ is. The two descriptions have the same joint law. This uses the exponential wait; another distribution can be put into (\ref{eq:rec}), but it describes a process with memory.

Unrolling the recursion gives
\begin{equation}
G(m,n)=\max_{\rm paths}\sum_{\rm path}w(i,j),
\label{eq:path}
\end{equation}
over paths from $(1,1)$ to $(m,n)$ with unit steps right or up: the last passage time.

Cells with $i+j=s$ need only values from $i+j=s-1$. One array $F_i$, initially zero, therefore suffices. For $s=2,3,\dots,2N$, update
\begin{equation}
F_i\leftarrow\max(F_i,F_{i-1})+w
\end{equation}
for all $i$ with $\max(1,s-N)\le i\le\min(N,s-1)$, using old values on the right. Before the update $F_i=G(i,s-1-i)$ and $F_{i-1}=G(i-1,s-i)$, the two required neighbours. When $s=2n$, $F_n$ is $G(n,n)$. The work is $N^2$, the working memory is $N$, and one sweep gives the whole history $H(t)$ through (\ref{eq:H}), as long as $H(t)<N$.

The recursion can be compared with the Markov chain of staircase shapes in an $N\times N$ box. If a shape has $k$ growable cells, the time to the next filling is exponential with mean $1/k$ and second moment $2/k^2$, and each of the $k$ cells is equally likely to be next. With $m_1,m_2$ the first two moments of the remaining time, primes for the next shape and $\langle\cdot\rangle$ for the average over the $k$ choices,
\begin{equation}
m_1=\frac1k+\langle m_1'\rangle,\qquad
m_2=\frac2{k^2}+\frac2k\langle m_1'\rangle+\langle m_2'\rangle .
\end{equation}
For $N=2$ the mean is $1+\frac32+1=3.5$ and the variance $1+\frac54+1=3.25$. For $N=8$ the chain gives mean $23.735$ and variance $15.05$; 200\,000 runs of the recursion gave $23.748$ and $15.01$, which agree within sampling error.

\section{A companion model with a solvable mean}

To know what exponent to expect, we need the variance of a maximum of many correlated sums. Random times on the axes make it accessible. Let $L(i,j)$ obey (\ref{eq:rec}) for $i,j\ge1$, with $L(0,0)=0$ and independent exponential increments on the axes: rate $1-\rho$ horizontally and $\rho$ vertically, $0<\rho<1$.

Consider one cell, with incoming increments $I=L(i,j-1)-L(i-1,j-1)$ and $J=L(i-1,j)-L(i-1,j-1)$. Subtracting $L(i-1,j)$ or $L(i,j-1)$ from $L(i,j)$ gives the outgoing ones,
\begin{equation}
I'=(I-J)^++w,\qquad J'=(J-I)^++w .
\end{equation}
The incoming ones satisfy $I=(I-J)^++\mu$ and $J=(J-I)^++\mu$, with $\mu=\min(I,J)$. For $x,y\ge0$,
\begin{align}
P(\mu>x,\,I-J>y)&=\int_x^\infty\rho e^{-\rho v}e^{-(1-\rho)(v+y)}dv\nonumber\\
&=e^{-x}\,\rho e^{-(1-\rho)y},
\end{align}
and likewise with $I$ and $J$ exchanged. So $\mu$ is exponential with mean 1 and independent of $I-J$, just as $w$ is. Replacing $\mu$ by $w$ leaves the joint law unchanged: $(I',J')$ is distributed as $(I,J)$.

Start from the axes and add cells one at a time. Each addition replaces one pair of increments by a pair of the same law, independent of the rest. Increments along any staircase from the vertical to the horizontal axis are therefore independent. Going up the vertical axis and along the top row gives
\begin{equation}
E\,L(m,n)=\frac m{1-\rho}+\frac n\rho .
\label{eq:mean}
\end{equation}

\section{From variance to axis time}

For the rectangle with corner $(m,n)$ define $A=L(0,n)$, $B=L(m,n)-A$, $C=L(m,0)$ and $D=L(m,n)-C$. Then $A+B=C+D$, and $B$ and $D$ are independent because they lie on one staircase. Hence
\begin{align}
\mathrm{Cov}(A,B)&=\mathrm{Cov}(C+D-B,B)\nonumber\\
&=\mathrm{Cov}(C,B)-\mathrm{Var}B .
\end{align}
With $\mathrm{Var}A=n/\rho^2$ and $\mathrm{Var}B=m/(1-\rho)^2$,
\begin{equation}
\mathrm{Var}L=\frac n{\rho^2}-\frac m{(1-\rho)^2}+2\,\mathrm{Cov}(C,B).
\end{equation}

To find the covariance, vary only the horizontal-axis rate $\theta$ about $1-\rho$. The density of the axis increments is $\theta^me^{-\theta C}$, so
\begin{equation}
\partial_\theta E[B]=E\!\left[B\left(\frac m\theta-C\right)\right]=-\mathrm{Cov}(B,C).
\end{equation}
Alternatively, write the increments as $X_i/\theta$ with fixed $X_i$. The latest path first follows one axis and then leaves it. Let $S$ be the time it collects on the horizontal axis, zero if it uses the vertical one, and $T$ the reverse. The latest path is unique with probability one, and $A$ does not depend on $\theta$, so $\partial_\theta B=-S/\theta$. Equating the two derivatives gives $\mathrm{Cov}(C,B)=E[S]/(1-\rho)$ and
\begin{equation}
\mathrm{Var}L=\frac n{\rho^2}-\frac m{(1-\rho)^2}+\frac{2E[S]}{1-\rho}.
\label{eq:var}
\end{equation}
Exchanging the axes gives the mirrored form with $2E[T]/\rho$ and opposite signs on the first two terms. For $m=20$, $n=12$, $\rho=0.4$, the sampled variance was $49.7$ and the right side, with sampled $S$, $49.1$; the difference passed a test at 4.5 standard errors.

On the diagonal, $m=n=N$ and $\rho=\frac12$, the first terms cancel:
\begin{equation}
V\equiv\mathrm{Var}L(N,N)=4E[S]=4E[T].
\label{eq:V}
\end{equation}
Fluctuations are large only if the latest path stays long on an axis.

\section{Why the path cannot stay long}

Keep all random numbers and raise $\rho$ from $\frac12$ to $\frac12+\delta$, $0<\delta\le\frac14$. Horizontal axis times grow by the factor $1/(1-2\delta)$ and vertical ones shrink. Call the new time $L^\delta$ and set $\Delta=L^\delta-L$ at $(N,N)$. If the old latest path used the horizontal axis, that same path is still available, so
\begin{equation}
\Delta\ge\left(\frac1{1-2\delta}-1\right)S=\frac{2\delta S}{1-2\delta}\ge2\delta S .
\label{eq:couple}
\end{equation}
By (\ref{eq:mean}), however, the mean gain is only quadratic in $\delta$:
\begin{align}
E[\Delta]&=N\left[\frac1{\frac12-\delta}+\frac1{\frac12+\delta}-4\right]\nonumber\\
&=\frac{16N\delta^2}{1-4\delta^2}\le\frac{64}3N\delta^2 .
\end{align}
A large $S$ thus forces an atypically large $\Delta$.

We also need the variance of $L^\delta$. The change lowers a vertical-axis sum by more the longer it is, and lowers no path on the horizontal axis. The latest path therefore cannot leave the vertical axis higher than before, and $T^\delta\le T$. The mirrored form of (\ref{eq:var}), with $2/(\frac12+\delta)\le4$, gives
\begin{align}
\mathrm{Var}L^\delta&\le V+\frac N{(\frac12-\delta)^2}-\frac N{(\frac12+\delta)^2}\nonumber\\
&=V+\frac{2N\delta}{(\frac14-\delta^2)^2}\le V+\frac{512}9N\delta .
\end{align}

For $s\le16N/3$ choose $\delta=3s/(64N)$. Then $2\delta s=6s^2/(64N)$, while $E[\Delta]\le3s^2/(64N)$. The event $S>s$ requires $\Delta$ to exceed its mean by at least $3s^2/(64N)$. Since $\mathrm{Var}\Delta\le2\mathrm{Var}L^\delta+2V\le4V+16s/3$, Chebyshev's inequality yields
\begin{equation}
P(S>s)\le K\frac{N^2}{s^4}\left(4V+\frac{16s}3\right),\quad K=\left(\frac{64}3\right)^2 .
\end{equation}
For larger $s$ use $S\le C$, where $C$ has mean $2N$ and variance $4N$. From $(x-g)^+\le x^2/(4g)$ with $x=C-2N$ and $g=10N/3$, the tail contributes at most $4N/(40N/3)=0.3$ to $E[S]$.

Put $M=E[S]=V/4$. Bounding the probability by 1 below $s_0=bN^{2/3}$ and integrating the estimate above it,
\begin{equation}
M\le bN^{2/3}+\frac{16K}{3b^3}M+\frac{8K}{3b^2}N^{2/3}+0.3 .
\end{equation}
With $b^3=32K/3$ the coefficient of $M$ on the right is $\frac12$. Solving for $M$ and multiplying by 4,
\begin{equation}
V\le8\left(b+\frac{8K}{3b^2}\right)N^{2/3}+2.4\approx169\,N^{2/3}+2.4 .
\end{equation}
If $s_0>16N/3$, the first and last terms alone suffice. The companion's spread thus grows no faster than $N^{1/3}$. The constant is generous: at $N=128$ the measured $V/N^{2/3}$ is $7.5$.

The companion also fixes the speed of the empty corner. Extra axis times can only delay filling, so $G\le L$. The part of the latest path off the axes can be extended back to $(1,1)$, so $L\le G+S+T$. Taking means with (\ref{eq:V}),
\begin{equation}
4N-\frac V2\le E\,G(N,N)\le4N .
\end{equation}
Since $V/N\to0$, the mean arrival time is $4N$ to leading order and the front advances $\frac14$ cell per unit time. At $N=128$, with the sampled $V$, the inequality reads $416.7<489.7<512$.

\section{Why the bound should be reached}

A lower bound is not proved here; what follows is a scaling argument. In the corner $G(m,n)\le L(m,n)$ for every $\rho$, so its mean is at most the minimum of (\ref{eq:mean}). The minimum lies at $1-\rho=\sqrt m/(\sqrt m+\sqrt n)$ and equals $(\sqrt m+\sqrt n)^2$. Take this as the leading mean time. A path that follows the horizontal axis for $z\ll N$ cells then has mean time
\begin{equation}
2z+\left(\sqrt{N-z}+\sqrt N\right)^2\simeq4N-\frac{z^2}{4N},
\end{equation}
because $2\sqrt{N(N-z)}\simeq2N-z-z^2/(4N)$. The axis sum fluctuates by $2\sqrt z$. Excursions pay while $2\sqrt z\gtrsim z^2/(4N)$, that is, up to $z\sim N^{2/3}$. Then $E[S]\sim N^{2/3}$, and (\ref{eq:V}) gives a spread $\sim N^{1/3}$. Assuming that competing paths in the bulk behave alike, the empty corner has the same exponent.

The choice between neighbours matters. If a cell waited for its lower neighbour alone, $G(N,N)$ would be a sum of $N$ independent waits, with variance $N$ and exponent $\frac12$.

To pass to fixed time, write $G(n,n)=4n+\xi$, with $\xi$ of order $n^{1/3}$. Assume that for large $n$ it changes by much less than this over the cells by which the front wanders. Setting $G=t$ gives $n=(t-\xi)/4$, so to leading order $\sigma_H(t)\simeq\sigma_G(t/4)/4$ and both spreads share one exponent. At $t=800$ the mean front is at $206$ cells; $\sigma_H=3.38$ there, against $\sigma_G(206)/4=3.33$.

\section{Reading the exponent without the offset}

A second naive step is to read $\beta$ as the slope of $\ln\sigma_G$ against $\ln N$. In 6000 runs the spreads at $N=4$, $32$ and $256$ were $2.777$, $6.707$ and $14.226$. The successive slopes are $0.424$ and $0.362$, both too high and still falling.

Suppose the variance is $aN^{2\beta}+c$, with a constant $c$ of either sign. This form is an assumption. For three sizes in ratio 8, with variances $v_1,v_2,v_3$, differences remove $c$ and their ratio removes $a$:
\begin{equation}
\frac{v_3-v_2}{v_2-v_1}=8^{2\beta},\qquad
\beta=\frac1{2\ln8}\ln\frac{v_3-v_2}{v_2-v_1}.
\end{equation}
Here $v=7.71$, $44.98$ and $202.4$, so the ratio is $157.4/37.3=4.22$ and $\beta=0.346$. Leaving out each of 12 blocks of runs in turn gives a standard error of $0.008$. The result lies $1.6$ standard errors above $\frac13$, and 12 and 19 from $\frac14$ and $\frac12$. These data alone cannot tell whether the small excess is statistical or comes from an offset that still varies with $N$. It is known, though not derived here, that $G(N,N)$ has the law of the largest eigenvalue of an $N\times N$ complex Wishart (Laguerre) matrix. That law gives variances $7.64$, $46.23$ and $202.3$ and the estimate $0.336$, so most of the excess is statistical.

The same estimator applied to the front at $t=12.5$, $100$ and $800$ gives $0.352\pm0.014$. It uses the same runs, so it is not independent evidence. If the lag of the mean, $4N-E\,G$, scales like the spread, it gives another indication from the same runs: it grows from $13.9$ to $28.0$ between $N=32$ and $256$, a factor $2.02\pm0.02$ (the eigenvalue law gives $2.04$), where $N^{1/3}$ would give 2.

\section{A step corner in vapour deposition}

Consider a re-entrant corner in a one-layer step on a surface with a square mesh of side $a=0.30$ nm. Molecules of mass $m=100$ u arrive from a gas at $P=10^{-3}$ Torr and $T=600$ K and react at kinks with probability $0.01$ per hit. These are round, rough values for very-low-pressure chemical vapour deposition. The kink rate is
\begin{equation}
r=0.01\,\frac{Pa^2}{\sqrt{2\pi mk_BT}}=0.01\times129\ {\rm s^{-1}}=1.29\ {\rm s^{-1}}.
\end{equation}
Model times are divided by $r$, and one diagonal cell is $\sqrt2\,a=0.424$ nm long. The leading front speed is $0.424\times1.29/4=0.137$ nm/s.

Cell 256, at $108.6$ nm, fills after $996/1.29=772$ s with a spread of $11$ s. After $620$ s the front is on average at $87.4$ nm, and its position has a standard deviation of $1.43$ nm between runs (the spreads here carry a sampling error of about 1\%). This is not the roughness measured along a single step. The leading speed alone would give $84.9$ nm; the front is ahead because arrivals precede $4N$. At one eighth of that time the spread is $0.71$ nm: eight times the growth time about doubles it.

The model also assumes that both arms of the corner are straight at the start. Kinks already present there would be extra growth sites. On an edge of 512 sites in equilibrium at 600 K, their expected number is about 20 if a kink costs $0.2$ eV, but only about $0.06$ if it costs $0.5$ eV. The model holds as stated only for a high kink energy or a specially prepared edge. This need not change the numbers on the diagonal much: the latest path to a diagonal cell runs along the first rows only near the corner, so mainly kinks close to the corner matter. The size of their effect is not computed here.

Other neglected effects can be sized with chosen model energies. If leaving a kink costs $2.0$ eV at $10^{13}$ attempts per second, there are $1.2\times10^{-4}$ departures per attachment. If starting a row on a straight edge costs $1.0$ eV more than reaction at a kink, at most about $2\times10^{-3}$ such starts are expected in the corner of $256\times256$ cells before its last cell fills. Rows started farther out on the arms can also run into the corner; at most a few times $10^{-3}$ of these are expected. For a new layer, at $1.5$ eV more, the number started within the corner is at most about $1.6\times10^{-5}$. Of the molecules that hit a kink, 1\% react and the rest leave again, so the reaction lowers the number adsorbed there by only about 1\%, provided that a molecule stays much less than the $8$ ms between hits. Longer stays would block the kink and lower its rate. The spread of the front position is $1.4\%$ of an assumed terrace width of 100 nm, so such fluctuations rarely bring together neighbouring steps that advance at the same mean speed.

The single exponential wait is the weaker assumption, since surface reactions can proceed in several stages. With two equal stages and the same mean wait, at $N=64$, the mean arrival time falls by about 14\% and its spread by somewhat more than a third. If that ratio held at $N=256$, the spread of $11$ s would become about $7$ s. The prefactor is therefore specific to the reaction; whether the exponent survives was not tested.

The example is also slow: at the leading speed, the corner front needs about 730 s to advance 100 nm along the diagonal. With temperature and reaction probability fixed, and as long as adsorbed molecules still seldom block a kink, a hundredfold pressure shortens the growth times a hundredfold and leaves the spread of the front position at a given $rt$ unchanged. If molecules reach the step mainly by surface diffusion, nearby kinks can compete for the same molecules. The kink rates are then no longer equal and independent, and these numbers do not apply. The sampled values behind all comparisons are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
RECURSION AGAINST THE MARKOV CHAIN (times in mean waits)
N=2: mean chain 3.5000, recursion 3.5057; variance chain 3.2500, recursion 3.2520
N=4: mean chain 9.7723, recursion 9.7796; variance chain 7.6392, recursion 7.6428
N=8: mean chain 23.7349, recursion 23.7478; variance chain 15.0499, recursion 15.0055
fixed step dt=0.1, N=8: delay 0.737, estimate (2N-1)dt/2 = 0.750
STATIONARY COMPANION
m=20, n=12, rho=0.4: mean 63.345, formula 63.333
P(I>1,J>2) at last cell: 0.2457, product law 0.2466
variance: sampled 49.70, from axis time 49.12
N=20, delta=0.1: mean shift 3.341, formula 3.333; smallest slack -0.0000
variance after shift 82.1, its upper bound 122.3
V(16)=44.5, V(128)=190.7, 4E[S_Z] at 128 = 183.5
stationary exponent from 16 to 128: 0.350
proved bound coefficient C = 169.3; measured V/N^(2/3) at 128 = 7.51
EMPTY CORNER (6000 samples, up to N=256)
N=4: mean arrival 9.78, lag behind 4N 6.22, spread 2.777
N=32: mean arrival 114.10, lag behind 4N 13.90, spread 6.707
N=256: mean arrival 995.98, lag behind 4N 28.02, spread 14.226
raw exponents: 0.424 (4 to 32), 0.362 (32 to 256)
offset-free exponent of arrival times: 0.346 +- 0.008
N=128: 416.7 < mean 489.7 < 512
t=12.5: mean front 4.39 cells, spread 0.920 cells
t=100.0: mean front 27.86 cells, spread 1.684 cells
t=800.0: mean front 206.04 cells, spread 3.380 cells
offset-free exponent of front position: 0.352 +- 0.014
arrival spread / 4 at N=206: 3.325 cells
DEPOSITION EXAMPLE (round, rough typical inputs)
pressure 1e-03 Torr, temperature 600 K, mass 100 u, mesh 0.30 nm
reaction probability 0.01, hits per cell 129.1 1/s, kink rate 1.291 1/s
diagonal front speed 0.1369 nm/s
cell 256 at 108.6 nm: arrival 772 s, spread 11.0 s
after 77.5 s: front 11.82 nm, roughness 0.714 nm
after 619.8 s: front 87.41 nm, roughness 1.434 nm
model energies: leaving kink 2.0 eV, extra for straight edge 1.0 eV, for new layer 1.5 eV; attempts 1e+13 1/s
kink departures per attachment 1.2e-04
expected starts in whole run: straight edge 2.0e-03, new layer 1.6e-05
roughness / terrace width (100 nm): 0.0143
two-stage reaction, N=64: mean arrival x 0.857, spread x 0.618
\end{verbatim}
